# Acoustic measurement of dilute precursor: linear response and its range

## Result

A carrier gas, species 1, holds a mole fraction $x$ of precursor vapour, species 2. Let $M_i$ be the molar masses, $C_{p,i}$ and $C_{v,i}$ the molar heat capacities at temperature $T$, and $\gamma_1=C_{p,1}/C_{v,1}$. Define

$$m=\frac{M_2-M_1}{M_1},\qquad a=\frac{C_{p,2}-C_{p,1}}{C_{p,1}},\qquad b=\frac{C_{p,2}-C_{p,1}}{C_{v,1}}=\gamma_1a .$$

For an ideal gas at fixed temperature the sound speed $c(x)$ obeys

$$f(x)\equiv\frac{c(x)}{c(0)}=\left[\frac{1+ax}{(1+bx)(1+mx)}\right]^{1/2}=1+Sx+Qx^2+O(x^3), \tag{1}$$

$$S=-\tfrac12\left[m+(\gamma_1-1)a\right],\qquad Q=\tfrac12S^2+\tfrac14\left(b^2+m^2-a^2\right). \tag{2}$$

The term $-m/2$ comes from the mean molar mass and the term $-(\gamma_1-1)a/2$ from the heat-capacity ratio. The response is linear to first order only. For a precursor that lowers the speed, the linear law needs $x\ll|S|/Q$, which for a molecule much heavier than the carrier is much stricter than $x\ll1$.

The assumptions are a binary ideal gas at rest, a wave of small amplitude, and two species that move together, so that composition does not change during a period. There is no condensation, association or reaction. The precursor's vibrations follow the temperature of the wave; the section on relaxation removes this condition. The beam is free of wall effects.

## Sound speed of the mixture

Let $\rho'$ and $p'$ be small changes of density and pressure about $\rho_0$ and $p_0$, and $u$ the gas velocity along $z$. Conservation of mass and momentum, to first order, gives

$$\partial_t\rho'+\rho_0\,\partial_zu=0,\qquad \rho_0\,\partial_tu=-\partial_zp' .$$

Without heat flow or internal friction each gas element keeps its entropy $s$, so $p'=(\partial p/\partial\rho)_s\,\rho'$. Differentiating the first equation in time and inserting the second gives $\partial_t^2\rho'=\partial_z^2p'$. This is a wave equation with $c^2=(\partial p/\partial\rho)_s$.

For one mole in volume $V$, the first law at constant entropy and composition reads

$$C_v\,dT=-p\,dV=-RT\,\frac{dV}{V}\quad\Rightarrow\quad\frac{dT}{T}=-\frac{R}{C_v}\frac{dV}{V}.$$

The entropy of mixing is constant here because the composition is. From $p=RT/V$,

$$\frac{dp}{p}=\frac{dT}{T}-\frac{dV}{V}=-\left(\frac{R}{C_v}+1\right)\frac{dV}{V}=-\gamma\frac{dV}{V},$$

where $C_p=C_v+R$ was used. Since $\rho=M/V$, also $d\rho/\rho=-dV/V$. Dividing the two relations gives

$$c^2=\frac{\gamma p}{\rho}=\frac{\gamma RT}{M}. \tag{3}$$

Only the heat capacity at the working temperature enters, so $C_v$ may depend on temperature.

## Mixing rules and closed form

Mass is additive, and so is the internal energy of an ideal gas. Per mole of mixture,

$$M=(1-x)M_1+xM_2=M_1(1+mx),$$
$$C_p=C_{p,1}+x(C_{p,2}-C_{p,1})=C_{p,1}(1+ax),$$
$$C_v=C_p-R=C_{v,1}+x(C_{p,2}-C_{p,1})=C_{v,1}(1+bx).$$

The last line uses $C_{v,2}-C_{v,1}=C_{p,2}-C_{p,1}$, since $R$ cancels. Dividing (3) by its value at $x=0$ gives

$$\frac{c^2(x)}{c^2(0)}=\frac{C_p}{C_{p,1}}\,\frac{C_{v,1}}{C_v}\,\frac{M_1}{M},$$

which is the closed form in (1).

The ratio $\gamma$ itself must not be averaged over mole fractions. With $\gamma-1=R/C_v$, the correct initial slope is

$$\left.\frac{d\gamma}{dx}\right|_0=-\frac{R\,(C_{v,2}-C_{v,1})}{C_{v,1}^2}.$$

Averaging would give

$$\gamma_2-\gamma_1=-\frac{R\,(C_{v,2}-C_{v,1})}{C_{v,1}C_{v,2}},$$

which is smaller in magnitude by the factor $C_{v,2}/C_{v,1}=1+b$ when the precursor has the larger heat capacity.

## First and second order

Take the logarithm of (1) and use $\ln(1+y)=y-y^2/2+O(y^3)$:

$$\ln f=\tfrac12\left[\ln(1+ax)-\ln(1+bx)-\ln(1+mx)\right]$$
$$=\tfrac12(a-b-m)x+\tfrac14(b^2+m^2-a^2)x^2+O(x^3).$$

Because $b=\gamma_1a$, we have $a-b=-(\gamma_1-1)a$, and the first coefficient is $S$. Exponentiating adds $S^2x^2/2$ to the quadratic term, which gives $Q$.

A precursor that is heavier than the carrier and has the larger heat capacity has $m>0$ and $a>0$, so both parts of $S$ are negative. The first part is inertia. The second arises because the added heat capacity takes up part of the work of compression, so the temperature and the pressure rise less. The factor $\gamma_1-1$ is $2/3$ for a monatomic carrier and $2/5$ for a rigid linear molecule. If $m$ and $a$ have opposite signs the two parts can cancel, and the speed then carries no first-order information on $x$.

For $a,m>0$, $b>a$ makes $Q$ positive. The linear law predicts a fractional drop $|S|x$, while the true drop is $|S|x-Qx^2$ to second order. Relative to the linear drop, the excess is

$$\frac{|S|x-(|S|x-Qx^2)}{|S|x}=\frac{Qx}{|S|}. \tag{4}$$

The mole fraction inferred from the linear law, $x_{\rm lin}=(f-1)/S$, is therefore too small by the same fraction. If this error may be at most $\varepsilon$, then $x\lesssim\varepsilon|S|/Q$.

When the mass terms dominate, $S\simeq-m/2$ and $Q\simeq m^2/8+m^2/4=3m^2/8$, so $|S|/Q\simeq4/(3m)$. In this limit a lighter carrier raises the sensitivity and shrinks the linear range in the same proportion. The fractional speed drop at the edge of the range, $|S|x\simeq2\varepsilon/3$, does not depend on the carrier; the drop in m/s scales with $c(0)$. Outside this limit the trade-off need not hold: in the example below, nitrogen has both a larger $|S|$ than argon and a slightly wider range, $|S|/Q=0.220$ against $0.216$.

## Inversion without linearization

An instrument need not use the linear law. Put $w=c^2(x)/c^2(0)$. Clearing the denominator in (1) gives $w(1+bx)(1+mx)=1+ax$, or

$$wbm\,x^2+q\,x-(1-w)=0,\qquad q=w(b+m)-a .$$

For $b,m>0$ and $0<w<1$ the product of the roots is $-(1-w)/(wbm)<0$, so exactly one root is positive. Multiplying numerator and denominator of the usual root formula by $q+\sqrt{q^2+4wbm(1-w)}$ gives

$$x=\frac{2(1-w)}{q+\sqrt{q^2+4wbm(1-w)}}. \tag{5}$$

For $q>0$ this form avoids subtracting two nearly equal numbers at small $x$.

Errors follow from the local logarithmic slope,

$$D(x)=\frac{d\ln f}{dx}=\frac12\left[\frac{a}{1+ax}-\frac{b}{1+bx}-\frac{m}{1+mx}\right]. \tag{6}$$

A small relative error $\delta c/c$ in the speed ratio causes $\delta x=(\delta c/c)/D$.

## Example: titanium tetrachloride in nitrogen

The example is a heated line at 330 K and 100 Torr with $x=0.01$, a partial pressure of 1 Torr, probed at 40 kHz. The molar masses are 28.014 g/mol for N₂ and 189.67 g/mol for TiCl₄. Nitrogen is treated as a rigid rotor, so $C_{p,1}=7R/2=29.101$ J/(mol K).

TiCl₄ has nine vibrational modes. Rough typical wavenumbers are 390, 110, 500 and 140 cm⁻¹, with degeneracies $g_j=1,2,3,3$. In the harmonic approximation

$$C_{\rm vib}=R\sum_jg_j\frac{u_j^2e^{u_j}}{(e^{u_j}-1)^2}=64.10\ \mathrm{J/(mol\,K)},\qquad u_j=\frac{hc_{\rm l}\tilde\nu_j}{k_{\rm B}T},$$

with $\tilde\nu_j$ the wavenumber and $c_{\rm l}$ the speed of light. Translation and rotation give $3R$ to $C_v$, hence $C_{p,2}=4R+C_{\rm vib}=97.36$ J/(mol K). Then

$$m=\frac{189.67-28.014}{28.014}=5.770,\quad a=\frac{97.36-29.10}{29.10}=2.346,\quad b=1.4\,a=3.284,$$
$$S=-\tfrac12(5.770)-\tfrac12(0.4)(2.346)=-2.885-0.469=-3.354 .$$

The heat-capacity ratio supplies 14% of the slope. Averaging $\gamma$ would make this part too small by the factor $1+b=4.28$. From (2), $Q=15.27$, so $|S|/Q=0.22$.

The speed in pure nitrogen is 370.30 m/s. At $x=0.01$ the closed form gives 358.42 m/s, a drop of 11.88 m/s; the linear law gives $370.30\times3.354\times0.01=12.42$ m/s. Linear inversion of the true speed returns 0.00957, which is 4.3% below the actual mole fraction. The linear drop is 1% too large at $x=0.0022$, found by solving the full curve numerically; the estimate $0.01|S|/Q$ gives the same value to two digits.

| $x$ | $c$ (m/s) | linear $c$ (m/s) | $x_{\rm lin}$ |
|---|---|---|---|
| 0.001 | 369.06 | 369.06 | 0.0010 |
| 0.003 | 366.62 | 366.57 | 0.0030 |
| 0.010 | 358.42 | 357.88 | 0.0096 |
| 0.030 | 337.48 | 333.03 | 0.0264 |
| 0.100 | 284.27 | 246.09 | 0.0693 |

To use (5) at $x=0.01$, take $w=(358.415/370.297)^2=0.93685$. Then $q=0.93685\times9.054-2.346=6.137$ and $wbm=17.75$. The square root is 6.492, and $x=2\times0.06315/(6.137+6.492)=0.0100$.

With argon as carrier, at the same temperature and with the same precursor data, $m=3.748$ and $a=3.684$. The slope becomes $S=-1.874-1.228=-3.102$, and the heat part is now 40% of it. The total is close to that in nitrogen, but its origin differs. An instrument that kept only the mass term would, to first order, overstate $x$ by the factor $3.354/2.885=1.16$ in nitrogen and $3.102/1.874=1.66$ in argon.

## Relaxation of the precursor's vibrations

Vibrations exchange energy with translation through collisions, which takes a time $\tau$. Let $\theta$ and $\phi$ be the relative changes of the translational–rotational and the vibrational temperature, and $\sigma=\rho'/\rho_0$. Let $C_\infty=(1-x)C_{v,1}+3Rx$ be the heat capacity without precursor vibrations. With one relaxation time for all modes,

$$\partial_t\sigma=-\partial_zu,\qquad \partial_tu=-\frac{RT}{M}\,\partial_z(\sigma+\theta),$$
$$C_\infty\,\partial_t\theta=-R\,\partial_zu-\frac{xC_{\rm vib}}{\tau}(\theta-\phi),\qquad \partial_t\phi=\frac{\theta-\phi}{\tau}. \tag{7}$$

The second equation uses $p'/p_0=\sigma+\theta$; the third is the first law divided by $T$. For a time dependence $e^{i\omega t}$ the last equation gives $\phi=\theta/(1+i\omega\tau)$. Because $(\theta-\phi)/\tau=\partial_t\phi$, the energy equation becomes

$$C_{\rm eff}\,\partial_t\theta=-R\,\partial_zu,\qquad C_{\rm eff}=C_\infty+\frac{xC_{\rm vib}}{1+i\omega\tau}. \tag{8}$$

For $\omega\tau\ll1$ the full heat capacity counts and (1) holds as used above. For $\omega\tau\gg1$ the vibrations are frozen, and (1) holds with $C_{p,2}=4R$. In the example the slope then falls in magnitude from 3.354 to 2.914. An instrument calibrated for relaxed vibrations would read $x$ low by 0.0013, or 13% of the actual value. In argon the same freezing gives $a=0.6$ and $S=-1.874-0.200=-2.074$ instead of $-3.102$, so the reading would be about a third too low.

The crossover follows from (8). With $\beta=xC_{\rm vib}/C_\infty$,

$$\frac{R}{C_{\rm eff}}=\frac{R}{C_\infty}\,\frac{1+i\omega\tau}{1+\beta+i\omega\tau}=\frac{R}{C_\infty}\left[1-\frac{\beta}{1+\beta+i\omega\tau}\right].$$

Since $\partial_t\sigma=-\partial_zu$, equation (8) means $\theta=(R/C_{\rm eff})\,\sigma$. The first two equations of (7) then give, for a plane wave of wavenumber $k$,

$$\frac{\omega^2}{k^2}=\frac{RT}{M}\left(1+\frac{R}{C_{\rm eff}}\right).$$

When damping is weak the real part of the right-hand side sets the speed. For small $\beta$ the speed shift due to vibration is therefore proportional to the real part of $\beta/(1+\beta+i\omega\tau)$. Divided by its value at $\omega\tau=0$, this shift is

$$F=\frac{(1+\beta)^2}{(1+\beta)^2+\omega^2\tau^2}, \tag{9}$$

which tends to one half at $\omega\tau=1$ as $x\to0$.

Numerical values come from the eigenvalues of (7) for a wave $e^{ikz}$ at the fixed wavenumber $k=\omega/c(0)$, where $\omega$ is $2\pi\times40$ kHz. At nominal $\omega\tau=1$ this gives $F=0.529$. Equation (9) accounts for the excess over one half. Here $\beta=0.01\times64.10/20.83=0.031$, and at fixed wavenumber the actual frequency is 3% below nominal, so $F\simeq1.063/(1.063+0.94)=0.53$. For a wave driven at a fixed frequency with $\omega\tau=1$ exactly, (9) gives $F\simeq1.063/2.063=0.515$.

To estimate $\tau$, take a molecular diameter of 0.37 nm for N₂ and 0.55 nm for TiCl₄, both rough, and their mean $d=0.46$ nm. With $n$ the number density and $\mu$ the reduced mass of the pair, the collision rate of one TiCl₄ molecule in nearly pure nitrogen is

$$n\pi d^2\sqrt{\frac{8k_{\rm B}T}{\pi\mu}}=1.0\times10^9\ \mathrm{s^{-1}}$$

at 100 Torr. An assumed 100 collisions per relaxation gives $\tau\simeq96$ ns and $\omega\tau=0.024$. Since $\tau\propto1/p$ at fixed temperature, $\omega\tau=1$ is reached near 2.4 Torr. This pressure is proportional to both the frequency and the assumed collision number, so it is an order-of-magnitude estimate.

For the next figures, viscosity and heat conduction are added to (7): $(4\eta/3\rho_0)\,\partial_z^2u$ in the velocity equation and $\lambda V\,\partial_z^2\theta$ in the energy equation, with rough values $\eta=2\times10^{-5}$ Pa s and $\lambda=0.03$ W/(m K). The speed is divided by that of pure nitrogen at the same pressure and inverted with the relaxed calibration. The actual mole fraction stays at 0.01.

| $p$ (Torr) | $\omega\tau$ | inferred $x$ | amplitude loss per period |
|---|---|---|---|
| 100 | 0.024 | 0.0100 | 0.2% |
| 10 | 0.24 | 0.0099 | 2% |
| 1 | 2.4 | 0.0089 | 16% |

Within this model, a calibration made at 100 Torr reads 11% low at 1 Torr, where the wave is also strongly damped. The delayed response of nitrogen's rotation is left out and would add to the damping. The model also lets both species move together, although the heavy molecules lag behind the carrier. Both omissions add damping at every pressure in the table, by a rough estimate 30–40% of the listed loss together, so the last column is a lower estimate. At 1 Torr they also shift the inferred $x$ by about 0.0001, the last digit shown.

## Other errors and the real case

At $x=0.01$, equation (6) gives $D=-3.17$. If the sample is 1 K warmer than the reference, $c\propto T^{1/2}$ raises the speed by the fraction $1/(2\times330)=0.0015$, and $x$ is read low by 0.0005, about 5% of its value. A flow of 1 m/s along a one-way path, in the direction of the sound, adds $1/358=0.0028$ to the relative speed and lowers the reading by 0.0009, about 9%. Both errors are proportional to the offset. For offsets of this size they are comparable with the 4.3% error of the linear law at this dilution, or larger. Equation (5) removes the error of the linear law but not these two, which require control of temperature and flow. With offsets of the opposite sign, the errors can cancel part or all of that of the linear law, so a correct reading at one point does not prove the linear law accurate.

Gas nonideality is far smaller. It was estimated with second virial coefficients integrated from Lennard-Jones potentials. The rough well depths, divided by $k_{\rm B}$, are 95 K for N₂ and 450 K for TiCl₄; the diameters are those above, and the unlike pair takes the mean diameter and the geometric mean depth. This gives $-130$ cm³/mol for the unlike pair. Differentiating the pressure numerically along an isentrope of the nonideal gas, for sample and reference alike, shifts the inferred $x$ by about $3\times10^{-6}$ at 100 Torr.

The viscous layer at a wall has thickness $\sqrt{2\eta/(\rho_0\omega)}=34$ μm at 100 Torr. Inside a tube, even one many times wider than this layer, the free-beam result needs a wall correction, which is not assessed here. The vibrational heat capacity of nitrogen, left out here, would be about $0.004R$ if it were fully relaxed.

A further dilute species, such as a decomposition product, adds its own term: molar mass and heat capacity are linear in every mole fraction, so to first order $\delta c/c(0)=S_2x_2+S_3x_3$. One speed cannot separate the two. The apparent precursor fraction is shifted by $S_3x_3/S_2$.

TiCl₄ serves as a precursor for titanium nitride and titanium oxide films. Its vapour pressure near room temperature is roughly 10 Torr, so a partial pressure of 1 Torr in a line at 330 K is well below saturation. If relaxation takes about 100 collisions, as assumed above, treating the vibrations as relaxed is good at the total pressure of 100 Torr but doubtful near 1 Torr, where the reading in nitrogen moves by about a tenth; in argon the shift can reach a third. Wavenumbers taken too high would matter less: even if all nine modes had their classical heat capacity, $9R=74.8$ J/(mol K), $|S|$ in nitrogen would rise by $0.2\times10.7/29.1=0.07$, or 2%, and in argon by $\tfrac13\times10.7/20.8=0.17$, or 5.5%. For accurate work $S$ should be calibrated with a known mixture at the pressure and frequency of use.

Numbers in the example were calculated in double precision.
